# Normal Strain of a Biaxially Strained Cubic (001) Epitaxial Film

X-ray diffraction from planes parallel to a wafer's surface measures the lattice spacing along the surface normal. Suppose that a strained silicon-germanium film on silicon is measured in this way and its normal lattice parameter is taken for that of the relaxed alloy. For the film treated below, the lattice mismatch then appears to be 1.40% when it is really 0.80%. If mismatch is taken as proportional to germanium content, an alloy with 20% germanium is read as one with 35%. The error arises because a film squeezed in its plane swells along its normal. To remove it, one must know by how much.

## Setting and conventions

Axes 1, 2 and 3 lie along the cube axes of the film, with axis 3 along the outward surface normal. Strain $\varepsilon_{ij}$ is measured from the film's own relaxed lattice at the temperature considered. Tensile strain and tensile stress are positive. The shear components are tensor components, so the engineering shear angle is $\gamma_{12}=2\varepsilon_{12}$.

The assumptions are as follows.

1. Strains are small and the material is linearly elastic.
2. The film is coherent: its in-plane lattice matches that of the substrate, without misfit dislocations.
3. The substrate is so thick that it acts as a flat, rigid base.
4. The top surface carries no traction.
5. The film is uniform, and the region considered is far from its edges.

The relaxed lattice parameters of substrate and film are $a_s$ and $a_f$, and the strained film has normal lattice parameter $a_\perp$.

## Lemma 1: what coherence fixes

**Lemma 1.** In a coherent film on a cubic (001) substrate with parallel cube axes,

$$\varepsilon_{11}=\varepsilon_{22}=\varepsilon_\parallel=\frac{a_s-a_f}{a_f},\qquad \varepsilon_{12}=0 .$$

**Proof.** Each in-plane cube edge has relaxed length $a_f$ and is brought to length $a_s$. Its change of length divided by its relaxed length is the stated strain. The two edges remain perpendicular, so there is no in-plane shear. $\square$

A film with the larger lattice parameter therefore has $\varepsilon_\parallel<0$. Coherence does not prescribe the normal strain

$$\varepsilon_\perp=\varepsilon_{33}=\frac{a_\perp-a_f}{a_f}.$$

## Lemma 2: Hooke's law of a cubic crystal

**Lemma 2.** Along the cube axes, the elastic energy per volume is

$$w=\tfrac12C_{11}(\varepsilon_{11}^2+\varepsilon_{22}^2+\varepsilon_{33}^2)+C_{12}(\varepsilon_{11}\varepsilon_{22}+\varepsilon_{22}\varepsilon_{33}+\varepsilon_{33}\varepsilon_{11})+2C_{44}(\varepsilon_{12}^2+\varepsilon_{23}^2+\varepsilon_{13}^2).$$

**Proof.** In linear elasticity $w$ is quadratic in the strains, and it must keep its value under every rotation that maps the crystal onto itself.

A half-turn about axis 3 reverses the signs of $\varepsilon_{13}$ and $\varepsilon_{23}$ and leaves the other components unchanged. It forbids products of a normal strain with $\varepsilon_{13}$ or $\varepsilon_{23}$, and also the products $\varepsilon_{12}\varepsilon_{13}$ and $\varepsilon_{12}\varepsilon_{23}$. A half-turn about axis 1 reverses $\varepsilon_{12}$ and $\varepsilon_{13}$. It forbids products of a normal strain with $\varepsilon_{12}$, and the product $\varepsilon_{13}\varepsilon_{23}$.

What remains is squares and products of normal strains, and squares of shears. A one-third turn about the cube diagonal permutes the axes cyclically, so each of these three groups has a single coefficient. Naming the coefficients gives the stated form. $\square$

Differentiation gives the stresses needed here:

$$\sigma_{33}=\frac{\partial w}{\partial\varepsilon_{33}}=C_{11}\varepsilon_{33}+C_{12}(\varepsilon_{11}+\varepsilon_{22}).$$

For shear, $2C_{44}\varepsilon_{13}^2=\tfrac12C_{44}\gamma_{13}^2$, and therefore

$$\sigma_{13}=\frac{\partial w}{\partial\gamma_{13}}=C_{44}\gamma_{13}=2C_{44}\varepsilon_{13},\qquad \sigma_{23}=2C_{44}\varepsilon_{23}.$$

A stable crystal has $w>0$ for every nonzero strain. Pure shear requires $C_{44}>0$. The strain $(e,-e,0)$ gives $w=(C_{11}-C_{12})e^2$, and $(e,e,e)$ gives $w=\tfrac32(C_{11}+2C_{12})e^2$. Hence $C_{11}-C_{12}>0$ and $C_{11}+2C_{12}>0$. Adding twice the first to the second gives $3C_{11}>0$.

## The theorem

**Theorem.** Under the assumptions above,

$$\boxed{\varepsilon_\perp=-\frac{2C_{12}}{C_{11}}\,\varepsilon_\parallel}$$

and the out-of-plane shears vanish.

**Proof.** Try a uniform strain. Its stress is uniform too, so the equilibrium condition $\partial_j\sigma_{ij}=0$ (summed over $j$) holds. The top surface has normal along axis 3 and carries no traction, so $\sigma_{13}=\sigma_{23}=\sigma_{33}=0$ there. Since the stress is uniform, these components vanish throughout the film.

The two shear conditions are $2C_{44}\varepsilon_{13}=0$ and $2C_{44}\varepsilon_{23}=0$. Because $C_{44}>0$, both shears are zero. With Lemma 1, the remaining condition is

$$0=C_{11}\varepsilon_\perp+C_{12}(\varepsilon_\parallel+\varepsilon_\parallel)=C_{11}\varepsilon_\perp+2C_{12}\varepsilon_\parallel .$$

Division by $C_{11}>0$ gives the result.

It remains to exclude a second, non-uniform solution. The uniform state has displacements $u_1=\varepsilon_\parallel x_1$, $u_2=\varepsilon_\parallel x_2$, $u_3=\varepsilon_\perp x_3$, with the base at $x_3=0$. Let another solution differ from it by a displacement $v_i$ that repeats periodically in the plane, and let $\tau_{ij}$ be the stress belonging to $v_i$. The energy of this difference over one period satisfies

$$2\int w[v]\,dV=\int\tau_{ij}\,\partial_jv_i\,dV=\oint\tau_{ij}n_jv_i\,dS-\int v_i\,\partial_j\tau_{ij}\,dV .$$

The last integral is zero by equilibrium. In the surface integral, the top contributes nothing because $\tau_{ij}n_j=0$, the base contributes nothing because $v_i=0$, and opposite sides cancel by periodicity. The energy is therefore zero. Since $w$ is positive for any nonzero strain, the difference has no strain. $\square$

**Remark (unequal in-plane strains).** If $\varepsilon_{11}$ and $\varepsilon_{22}$ differ, the same condition $\sigma_{33}=0$ gives

$$\varepsilon_\perp=-\frac{C_{12}}{C_{11}}(\varepsilon_{11}+\varepsilon_{22}).$$

An in-plane shear $\varepsilon_{12}$ does not enter $\sigma_{33}$ and leaves this relation unchanged.

## The same result from energy

With equal in-plane strains and no shear, Lemma 2 becomes

$$w=(C_{11}+C_{12})\varepsilon_\parallel^2+2C_{12}\varepsilon_\parallel\varepsilon_\perp+\tfrac12C_{11}\varepsilon_\perp^2 .$$

The substrate holds $\varepsilon_\parallel$ fixed while the film is free to choose $\varepsilon_\perp$. The minimum obeys $2C_{12}\varepsilon_\parallel+C_{11}\varepsilon_\perp=0$, which is the theorem again. It is a minimum because the second derivative is $C_{11}>0$.

Physically, $C_{12}$ measures how strongly in-plane compression pushes on the normal direction, and $C_{11}$ measures the resistance to expansion in that direction. The factor 2 counts the two compressed directions.

A model crystal tests this without using the continuum formula. Take a diamond lattice with unit bond length, bond energy $(1-e^{-2(l-1)})^2$ for length $l$, and energy $0.3(\cos\theta+\tfrac13)^2$ for each bond angle $\theta$. Elastic constants obtained from its energy give $-2C_{12}/C_{11}=-0.66667$. Holding the in-plane strain at $+0.001$ and at $-0.001$ and relaxing the normal spacing gives strain ratios of $-0.66623$ and $-0.66710$. Their mean, in which the leading anharmonic correction cancels, is $-0.66667$ as well.

## Stress, volume and the relaxed lattice

**Corollary 1.** The in-plane stress is $\sigma_\parallel=M\varepsilon_\parallel$, with biaxial modulus

$$M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

**Proof.** Hooke's law along axis 1 reads $\sigma_{11}=C_{11}\varepsilon_\parallel+C_{12}(\varepsilon_\parallel+\varepsilon_\perp)$. Inserting $\varepsilon_\perp=-2C_{12}\varepsilon_\parallel/C_{11}$ gives the result. Axis 2 gives the same stress. $\square$

To first order, the relative volume change is the sum of the normal strains:

$$\frac{\Delta V}{V}=2\varepsilon_\parallel+\varepsilon_\perp=2\varepsilon_\parallel\left(1-\frac{C_{12}}{C_{11}}\right).$$

Since $C_{12}<C_{11}$, a film compressed in its plane loses volume. If $C_{12}>0$, its normal expansion compensates for part of the in-plane contraction.

**Corollary 2.** With $k=2C_{12}/C_{11}$, the relaxed film parameter follows from the measured normal parameter:

$$a_f=\frac{a_\perp+k\,a_s}{1+k}.$$

**Proof.** Write $a_\perp=a_f(1+\varepsilon_\perp)=a_f-k\,a_f\varepsilon_\parallel$. Lemma 1 gives $a_f\varepsilon_\parallel=a_s-a_f$, so $a_\perp=(1+k)a_f-k\,a_s$. Solving for $a_f$ proves the claim. $\square$

Subtracting $a_s$ from the last expression for $a_\perp$ gives

$$a_\perp-a_s=(1+k)(a_f-a_s).$$

Reading $a_\perp$ as a relaxed parameter thus makes the apparent mismatch $1+k$ times the true one, which is the error described at the start.

## Limits and a second orientation

**Poisson's ratio.** Pull a cubic crystal along one cube axis with free sides. The transverse strain $\varepsilon_t$ obeys $0=C_{12}\varepsilon_{11}+(C_{11}+C_{12})\varepsilon_t$, so

$$\nu=-\frac{\varepsilon_t}{\varepsilon_{11}}=\frac{C_{12}}{C_{11}+C_{12}},\qquad 1-\nu=\frac{C_{11}}{C_{11}+C_{12}},\qquad k=\frac{2\nu}{1-\nu}.$$

The film's ratio is not $\nu$ itself, because the film is loaded along two axes and each load also strains the other.

**Range.** The stability conditions give $-\tfrac12<C_{12}/C_{11}<1$, and hence $-1<k<2$. At $C_{12}=0$ the normal spacing does not respond. As $C_{12}/C_{11}\to1$, $k\to2$ and the volume is conserved to first order. For $C_{12}<0$, a film compressed in its plane also contracts along its normal.

**The (111) film.** Let the normal be $\mathbf n=(1,1,1)/\sqrt3$, and try in-plane strain $\varepsilon_\parallel$ with normal strain $\varepsilon_\perp$. In cube axes,

$$\varepsilon_{ij}=\varepsilon_\parallel\delta_{ij}+(\varepsilon_\perp-\varepsilon_\parallel)n_in_j .$$

Since $n_in_j=\tfrac13$, each diagonal component is $(2\varepsilon_\parallel+\varepsilon_\perp)/3$ and each off-diagonal component is $(\varepsilon_\perp-\varepsilon_\parallel)/3$. The corresponding stresses are $(C_{11}+2C_{12})(2\varepsilon_\parallel+\varepsilon_\perp)/3$ and $2C_{44}(\varepsilon_\perp-\varepsilon_\parallel)/3$. Each component of the surface traction adds one diagonal and two off-diagonal stresses, multiplied by $1/\sqrt3$. All three vanish if

$$(C_{11}+2C_{12})(2\varepsilon_\parallel+\varepsilon_\perp)+4C_{44}(\varepsilon_\perp-\varepsilon_\parallel)=0 .$$

Collecting terms gives

$$\frac{\varepsilon_\perp}{\varepsilon_\parallel}=-\frac{2(C_{11}+2C_{12}-2C_{44})}{C_{11}+2C_{12}+4C_{44}} .$$

The shear constant now matters, because a strain along the cube diagonal shears the cube. For an isotropic solid, $2C_{44}=C_{11}-C_{12}$. The numerator becomes $-6C_{12}$ and the denominator $3C_{11}$, which restores the (001) ratio.

## Worked example

Consider a 10 nm film of silicon-germanium with about 20% germanium on a silicon (001) wafer. Rough typical values are $a_s=0.543$ nm, a relaxed film parameter larger by 0.80%, $C_{11}=160$ GPa, $C_{12}=60$ GPa and $C_{44}=80$ GPa. Then

$$a_f=0.543\times1.008=0.54734\ \text{nm},\qquad \varepsilon_\parallel=\frac{0.54300-0.54734}{0.54734}=-0.794\% .$$

The elastic ratio is $k=2\times60/160=0.75$, so

$$\varepsilon_\perp=-0.75\times(-0.794\%)=+0.595\%,\qquad a_\perp=0.54734\times1.00595=0.5506\ \text{nm}.$$

Extra digits are kept to make the arithmetic traceable; the rough inputs justify a normal strain of about 0.6%. The modulus is $M=160+60-2\times60^2/160=175$ GPa, and the stress is about $-1.4$ GPa, a compression. To first order, the volume falls by 0.99%.

The apparent mismatch is $1.75\times0.80\%=1.40\%$. Corollary 2 removes the error: $(0.55060+0.75\times0.54300)/1.75=0.54734$ nm. With the same elastic constants, a (111) film would have strain ratio $-2(280-160)/(280+320)=-0.40$ instead of $-0.75$.

## How far the neglected effects move the number

Unless stated otherwise, the percentages here are relative to the linear normal strain of 0.595%, with the other inputs held fixed.

**Elastic constants.** The ratio is proportional to $C_{12}$ at fixed $C_{11}$. An uncertainty of 2 GPa in 60 GPa moves the result by 3.3%.

**Finite strain.** Replace each strain $\varepsilon$ by $\eta=\varepsilon+\varepsilon^2/2$, and add to the energy the cubic terms

$$\frac{C_{111}}6\sum_i\eta_i^3+\frac{C_{112}}2\sum_{i\ne j}\eta_i^2\eta_j+C_{123}\eta_1\eta_2\eta_3 .$$

With $\eta_1=\eta_2=g$ and $\eta_3=n$, minimizing over $n$ gives

$$C_{11}n+2C_{12}g+\tfrac12C_{111}n^2+C_{112}(g^2+2gn)+C_{123}g^2=0 .$$

Rough third-order constants of silicon, $-800$, $-450$ and $-60$ GPa in the order shown, give a normal strain of 0.593%. The change is $-0.3\%$. For these inputs the $C_{111}$ and $C_{112}$ terms cancel at leading order, so the figure is sensitive: changing either constant by 10% moves it between about $-0.15\%$ and $-0.45\%$.

**Temperature.** Take a rough expansion difference of $6\times10^{-7}$ per kelvin, the film expanding more. Warming from 300 K to 400 K adds $6\times10^{-5}$ to the misfit. At fixed elastic constants, both strains grow in magnitude by about 0.8%.

**Wafer compliance.** The film exerts a force per width $N=-M\varepsilon_\parallel h_f$ on a wafer of thickness $h_s$ and modulus $M_s$, where $h_f$ is the film thickness. Stretching strains the wafer by $N/(M_sh_s)$. The force acts at distance $h_s/2$ from the midplane, giving curvature $(Nh_s/2)/(M_sh_s^3/12)=6N/(M_sh_s^2)$ and a further surface strain $3N/(M_sh_s)$. For a thin film, the relative relief is the sum divided by $-\varepsilon_\parallel$, or $4Mh_f/(M_sh_s)$. For a 0.7 mm wafer with rough constants $C_{11}=170$ GPa and $C_{12}=64$ GPa, this is 0.005%.

**Miscut and air.** Tilting the surface by 0.5 degrees changes the ratio by $-0.008\%$, and also produces an out-of-plane shear of about 0.8% of the normal strain. Atmospheric pressure $p$ sets $\sigma_{33}=-p$ and, at fixed in-plane strain, adds $-p/C_{11}=-6\times10^{-7}$ to the normal strain itself.

**Edges.** A finite-element calculation was made for a long strip 30 film thicknesses wide, with free sides, a rigid base and strain $\varepsilon_\parallel$ held along its length. At its centre the normal strain is 0.595%, as the theorem requires. The thickness-averaged normal strain departs from this by more than 1% as far as 17.5 nm from an edge on a mesh of 1.25 nm; higher-order elements converge to about 18.3 nm. This short reach belongs to the rigid base alone. A silicon substrate is about as stiff as the film and yields under the force at each edge, so the relief falls off only as $h_f/x$ with distance $x$ from the edge. With an elastic substrate (rough constants 170, 64 and 80 GPa), the normal strain at the centre of the same strip is about 5% lower, and in a very wide strip the 1% departure reaches about 0.4 µm, some 40 film thicknesses.

**Dislocations.** Coherence is plausible if the misfit force on a dislocation is below its line tension. For a 60-degree dislocation in an isotropic film, the two balance at the thickness $h$ satisfying

$$(1+\nu)|\varepsilon_\parallel|h=\frac{b(1-\nu/4)}{4\pi}\left[\ln\frac hb+1\right],\qquad b=\frac{a_s}{\sqrt2}.$$

With $\nu=0.273$ this gives about 13 nm. The 10 nm film lies below it, but the margin is within the uncertainty of the estimate. The dislocation-core contribution, represented by the 1 in the bracket, is rough: replacing it by 0 gives about 9 nm and by $\ln4$ about 14 nm. Using the anisotropic cubic line energy instead raises this range to about 12 to 18 nm.

**Remark (partly relaxed films).** Suppose that dislocations at the interface relieve part of the misfit in a periodic pattern. Above them, average the equilibrium equation for $\sigma_{33}$ over one period. The in-plane derivatives average to zero, leaving $d\langle\sigma_{33}\rangle/dx_3=0$. The free top then makes $\langle\sigma_{33}\rangle=0$ at every height above the dislocations. Hooke's law is linear, so the relation for unequal in-plane strains holds for the averaged strains. It reduces to the theorem's ratio when the two in-plane averages are equal. Corollary 2 also holds for equal average in-plane strains if $a_s$ is replaced by the film's measured average in-plane parameter.

**The real case.** Coherent silicon-germanium layers with germanium contents of this order are used in the bases of heterojunction bipolar transistors. Their germanium content can be graded with depth, which breaks the assumption of uniform composition. For grading along the normal alone, $\sigma_{33}=0$ still holds at each depth, and the theorem applies locally with the local misfit and constants. Where the misfit is half as large, the normal strain is about half of 0.6% if the elastic ratio is unchanged. In patterned layers the substrate yields near the edges, so the in-plane strain of Lemma 1, and with it the predicted normal strain, can be off by more than 1% within tens of film thicknesses of an edge. Alloy disorder and the rearranged atomic layers at the surface are outside this continuum model. The numerical output below gives further digits for many of these values, though the rough inputs limit their accuracy.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
Substrate lattice parameter: 0.5430 nm
Relaxed lattice mismatch: 0.80 %
Film C11: 160 GPa
Film C12: 60 GPa
Film C44: 80 GPa
Film thickness: 10.0 nm
Wafer thickness: 0.7 mm
RESULTS
Relaxed film lattice parameter: 0.54734 nm
In-plane strain: -0.7937 %
Ratio 2*C12/C11: 0.7500
Out-of-plane strain: 0.5952 %
Normal lattice parameter: 0.55060 nm
Biaxial modulus: 175.0 GPa
In-plane stress: -1.389 GPa
Relative volume change: -0.9921 %
False mismatch from normal spacing: 1.4000 %
Relaxed parameter recovered: 0.54734 nm
Poisson ratio along cube axes: 0.2727
Normal/in-plane strain ratio, (111) film: -0.4000
INDEPENDENT TESTS
Lattice model, relaxed strain ratio: -0.666667
Lattice model, -2*C12/C11: -0.666668
Strip centre normal strain: 0.5952 %
Edge reach (1% change, rigid base): 17.5 nm
NEGLECTED EFFECTS (relative change of normal strain unless named)
Assumed C12 uncertainty: 2 GPa
Effect of C12 uncertainty: 3.33 %
Rough third-order C111: -800 GPa
Rough third-order C112: -450 GPa
Rough third-order C123: -60 GPa
Finite-strain normal strain: 0.5934 %
Finite-strain effect: -0.305 %
Rough expansion difference: 6.0e-07 1/K
Warming from 300 K: 100 K
Thermal effect: 0.76 %
Rough wafer C11: 170 GPa
Rough wafer C12: 64 GPa
Strain relief by wafer: 0.0054 %
Assumed miscut: 0.5 degree
Miscut effect: -0.0083 %
Normal strain from air pressure: -6.3e-05 %
Critical thickness, line-tension estimate: 12.7 nm
```
